# Why ionizing ammonia excites a long umbrella progression

## Definitions and conventions

Let $\theta$ be the angle by which each N–H bond rises out of the plane of the three hydrogens. The planar molecule has $\theta=0$, and $\pm\theta_0$ are the two equivalent pyramids. The umbrella motion changes $\theta$ while keeping threefold symmetry. The bond length $r$ is held at its neutral equilibrium value.

$V_0(\theta)$ and $V_+(\theta)$ are the electronic energies of the neutral and of the cation ground state, including nuclear repulsion. Their difference is the **gap**

$$I(\theta)=V_+(\theta)-V_0(\theta).$$

The neutral starts in an umbrella state $\chi$ of energy $E_0$. The cation has umbrella states $|v\rangle$ of energy $E_v^+$, with $v=0,1,2,\dots$ Line $v$ lies at ionization energy $E_v^+-E_0$. A progression is the series of these lines, and it is long when many of them carry appreciable strength.

The potentials were computed with second-order perturbation theory (MP2) in the aug-cc-pVDZ basis. They are computed values, not measured ones, and their absolute size is not converged in the basis. In the larger aug-cc-pVTZ basis, with $r=1.012$ Å, the gap rises by about 0.17 eV at the pyramid and 0.19 eV in the plane, so the basis alone shifts all line energies below by about 0.2 eV; the effect of correlation beyond MP2 on the absolute gap is not sized here. The differences that shape the band move much less: the drop of the gap goes from 1.02 to 1.00 eV and the barrier from 0.25 to 0.24 eV. Energies are in eV, with cm$^{-1}$ for small splittings.

## First contribution: the electron that leaves changes the shape

The cation energy is $V_+=V_0+I$. Subtracting its planar value from its value at the neutral geometry gives

$$V_+(\theta_0)-V_+(0)=\left[I(\theta_0)-I(0)\right]-\left[V_0(0)-V_0(\theta_0)\right].$$

The second bracket is the neutral's inversion barrier. It enters with a minus sign because the neutral prefers the pyramid. The cation is therefore more stable flat than at the neutral geometry if the gap falls towards the plane by more than this barrier.

The neutral minimum is at $\theta_0=22.45^\circ$, an H–N–H angle of $106.3^\circ$. The gap falls from 10.843 eV there to 9.820 eV in the plane, a drop of 1.023 eV. The barrier is 0.249 eV. The difference is 0.77 eV, and the lowest point of the computed cation curve is indeed at $\theta=0$.

The gap falls because of the orbital that is emptied, the nitrogen lone pair. In the planar molecule this orbital changes sign under reflection in the molecular plane, while a nitrogen s orbital does not. The two cannot mix, so the lone pair has no nitrogen s character. In the pyramid the reflection symmetry is gone and mixing is allowed. A Mulliken analysis in the smaller cc-pVDZ basis gives a nitrogen s population of 0.087 in the pyramid and zero in the plane. The zero follows from symmetry; the pyramidal value depends on the basis and rises to about 0.10 in aug-cc-pVTZ.

The lone-pair energy is $-11.692$ eV in the pyramid and $-10.570$ eV in the plane. In the mean-field picture with frozen orbitals, the ionization energy is minus the orbital energy, so the gap should fall by $11.692-10.570=1.122$ eV. This is about 10% more than the MP2 drop; letting the cation orbitals relax without correlation gives 1.09 eV. In aug-cc-pVTZ at the same geometries the orbital energies are $-11.71$ and $-10.60$ eV, a fall of 1.10 eV, so only two decimals are meaningful.

The balance can be read by returning the electron to the cation. The cation alone favours the plane by 0.77 eV. The returning electron lowers the energy by 1.02 eV more in the pyramid than in the plane, so the neutral favours the pyramid by the difference, 0.25 eV. The orbital energies show the net stabilization; they do not separate the effect of s mixing from other changes in the orbital.

## Second contribution: how far apart the two shapes are

An angle does not say how large a displacement is for quantum motion. For that we need the inertia.

Let $m_H$ and $m_N$ be the atomic masses. The hydrogens lie at distance $\rho=r\cos\theta$ from the axis and at height $z=r\sin\theta$ relative to nitrogen. With the centre of mass at rest, the velocities along the axis satisfy

$$3m_H\dot z_H+m_N\dot z_N=0,\qquad \dot z_H-\dot z_N=\dot z.$$

Hence $\dot z_H=m_N\dot z/M$ and $\dot z_N=-3m_H\dot z/M$, with $M=3m_H+m_N$. The axial kinetic energy is

$$\frac12\,\frac{3m_Hm_N^2+9m_H^2m_N}{M^2}\,\dot z^2
=\frac12\,\frac{3m_Hm_N}{M}\,\dot z^2\equiv\frac12\mu\dot z^2 .$$

The radial motion adds $\frac12(3m_H)\dot\rho^2$. Inserting $\dot\rho=-r\sin\theta\,\dot\theta$ and $\dot z=r\cos\theta\,\dot\theta$ gives

$$T=\tfrac12J(\theta)\dot\theta^2,\qquad J=r^2\left(3m_H\sin^2\theta+\mu\cos^2\theta\right).$$

Now define a coordinate $s$ by $ds=\sqrt{J}\,d\theta$, with $s=0$ in the plane. Then $T=\frac12\dot s^2$. The mass has been absorbed into the length, and the one-dimensional Hamiltonians are

$$H_0=-\frac{\hbar^2}{2}\frac{d^2}{ds^2}+V_0(s),\qquad
H_+=-\frac{\hbar^2}{2}\frac{d^2}{ds^2}+V_+(s).$$

The distance between the minima is $d=\int_0^{\theta_0}\sqrt J\,d\theta$. Near the plane $J\approx r^2\mu$. With $r=1.020$ Å, $\mu=2.487$ u and $\theta_0=0.392$ rad,

$$d\approx 1.020\times\sqrt{2.487}\times0.392=0.631\ \mathrm{u^{1/2}\,Å}.$$

The full integral gives 0.634 in the same unit. The neutral's zero-point packet in one well has a standard deviation $\sigma_s=0.131$. The planar geometry is thus almost five packet widths from the neutral minimum.

## Third contribution: overlaps of displaced oscillators

Suppose that the electronic transition amplitude is constant over the packet. It then factors out of the vibrational integral, and the normalized line strengths are

$$P_v=|\langle v|\chi\rangle|^2,\qquad \sum_vP_v=1.$$

The sum is one because the cation states form a complete set. The nuclei have not moved, but their unchanged wave function is no longer an eigenstate.

To isolate displacement, replace both wells by parabolas of equal angular frequency $\omega$, the cation's centred at zero and the neutral's at $d$. The neutral packet is

$$\chi(s)=N\exp\left[-\frac{\omega(s-d)^2}{2\hbar}\right].$$

The lowering operator of the cation oscillator is

$$a=\sqrt{\frac{\omega}{2\hbar}}\left(s+\frac{\hbar}{\omega}\frac{d}{ds}\right).$$

Since $d\chi/ds=-(\omega/\hbar)(s-d)\chi$, the terms in $s$ cancel:

$$a\chi=\sqrt{\frac{\omega}{2\hbar}}\left[s-(s-d)\right]\chi=\alpha\chi,\qquad \alpha=d\sqrt{\frac{\omega}{2\hbar}}.$$

Write $c_v=\langle v|\chi\rangle$. From $a^\dagger|v\rangle=\sqrt{v+1}\,|v+1\rangle$ we have $\langle v|a=\sqrt{v+1}\,\langle v+1|$. Taking the overlap of $a\chi=\alpha\chi$ with $\langle v|$ gives

$$\sqrt{v+1}\,c_{v+1}=\alpha c_v\quad\Rightarrow\quad c_v=\frac{\alpha^v}{\sqrt{v!}}\,c_0 .$$

Normalization requires $|c_0|^2\sum_v\alpha^{2v}/v!=|c_0|^2e^{\alpha^2}=1$. With $S=\alpha^2$,

$$P_v=e^{-S}\frac{S^v}{v!},\qquad S=\frac{\omega d^2}{2\hbar}=\frac{\frac12\omega^2d^2}{\hbar\omega}.$$

The last form gives the meaning of $S$: it is the potential energy of the displaced packet's centre, counted in vibrational quanta. This Poisson distribution has mean $S$ and standard deviation $\sqrt S$. Successive strengths obey $P_{v+1}/P_v=S/(v+1)$, so they rise while $v+1<S$ and fall afterwards. For $S\ll1$ nearly all the strength is in $v=0$. For $S\gg1$ the progression peaks near $v=S$, and $v=0$ is exponentially weak.

With the cation's first spacing, 0.1152 eV, used for $\hbar\omega$, the displacement gives $S=5.53$. (In the cc-pVTZ basis at the same bond length the spacing is about 0.112 eV, which with the same $d$ gives $S\approx5.4$.) The harmonic model therefore predicts a maximum at $v=5$ and a spread of $\sqrt{5.53}=2.35$ levels. The table compares it with the strengths from the computed potentials.

| $v$ | Energy (eV) | $P_v$ | Poisson |
|---|---|---|---|
| 0 | 10.06 | 0.009 | 0.004 |
| 2 | 10.30 | 0.069 | 0.061 |
| 5 | 10.68 | 0.148 | 0.171 |
| 8 | 11.08 | 0.089 | 0.086 |
| 12 | 11.65 | 0.014 | 0.007 |

The maximum is at $v=5$ in both. The computed mean is 5.7 and the spread 2.7 levels. Sixteen lines, $v=0$ to 15, exceed 1% of the strongest. The first line has only $0.009/0.148\approx6\%$ of the strength of the strongest, so the onset of the band is weak.

## Fourth contribution: shape of the packet and of the wells

The neutral and cation wells also differ in curvature. Could that alone make the progression? To separate the effects, keep the packet's shape and the cation potential fixed, and change only the packet's position.

- At the plane, $P_0=0.998$ and the mean $v$ is 0.006.
- At half the displacement, $P_0=0.289$ and the mean $v$ is 1.30.
- At the full displacement, $P_0=0.009$ and the mean $v$ is 5.72.

The mismatch in shape by itself moves only about 0.2% of the strength out of $v=0$. Displacement makes the progression.

In the harmonic model, doubling the displacement multiplies the mean $v$ by four. Here it multiplies it by $5.72/1.30=4.4$. The excess reflects the cation potential, which rises faster than a parabola. Two numbers show this. The harmonic energy of the displaced centre is $5.53\times0.1152=0.64$ eV, whereas the computed potential rises by 0.775 eV. The level spacing also grows, from 0.115 eV at the bottom to 0.133 eV near the strongest line.

This stiffening has two opposing effects on the mean $v$: more energy is available, but each quantum is larger. The packet's mean position is also slightly closer to the plane than the neutral minimum, 0.602 against 0.634 u$^{1/2}$ Å. The resulting mean of 5.7 is close to the harmonic 5.5 partly because these corrections compensate.

## Fifth contribution: the second well

The neutral has two wells, and tunnelling joins them. Its two lowest states are an even function $\chi_e$ and an odd function $\chi_o$ of $s$, separated by 0.79 cm$^{-1}$ in this model. The value is sensitive to the path: letting $r$ vary as well gives about 0.9 cm$^{-1}$, so only its rough size should be trusted. The cation states are even for even $v$ and odd for odd $v$. The integral of an odd function over all $s$ vanishes. With a constant transition amplitude, $\chi_e$ therefore reaches even $v$ only, and $\chi_o$ reaches odd $v$ only.

Why are all $v$ present? Form the packet in one well, $L=(\chi_e+\chi_o)/\sqrt2$. For each $v$ only the member with matching parity overlaps, so

$$|\langle v|L\rangle|^2=\tfrac12|\langle v|\chi_{e\ \mathrm{or}\ o}\rangle|^2 .$$

A gas with half its molecules in each member gives the same right-hand side. The one-well picture used above is thus justified for the strengths. At 400 K the Boltzmann weights of the pair are 0.5007 and 0.4993. For the bare pair they would become clearly unequal when the thermal energy fell to the size of the splitting. Rotational and nuclear-spin restrictions are not included. They leave the weights equal at 400 K but matter in a cold gas: rotational levels with $K=0$ have only one member of the pair, and counting this gives the even member about 46% of the population at 20 K and 24% at 10 K, where the thermal energy is still nine times the splitting. These figures assume that the nuclear-spin forms equilibrate; if their ratio stays frozen at its high-temperature value of 1:1, the even member holds about 47% and 35%.

The parity rule belongs to the constant amplitude. For an outgoing-electron channel whose amplitude is odd in $s$, the integrand has the opposite parity, and $\chi_e$ reaches odd $v$ instead.

## A rule for the length without parabolas

The spread can be found without computing a single cation level. Because $H_+=H_0+I$ and $H_0\chi=E_0\chi$,

$$(H_+-E_0)\chi=I\chi .$$

The kinetic energy has dropped out, since it is the same operator in both Hamiltonians. Taking the overlap with $\chi$ and inserting the complete set of cation states gives the mean line energy:

$$\sum_vP_v(E_v^+-E_0)=\langle\chi|I|\chi\rangle=\langle I\rangle .$$

Taking the squared norm of both sides gives the second moment:

$$\sum_vP_v(E_v^+-E_0)^2=\langle I^2\rangle .$$

The variance of the line energies is therefore $\langle I^2\rangle-\langle I\rangle^2$. This holds for any shape of the two potentials, within the one-dimensional model with constant transition amplitude. The two sides were evaluated separately, one from the spectrum and one from the gap. Both give a mean of 10.780 eV and a standard deviation of 0.368 eV.

Since $I$ is even in $s$, its moments averaged over the pair $\chi_e,\chi_o$ equal those over the one-well packet $L$. If that packet is narrow, expand the gap about its mean position $\bar s$: $I(s)\approx I(\bar s)+I'(\bar s)(s-\bar s)$. The constant does not contribute to the variance, so

$$\sigma_E\approx|I'(\bar s)|\,\sigma_s .$$

For ammonia this is $2.868\times0.1312=0.376$ eV, about 2% above the full value. Dividing the full value by the spacing near the peak gives $0.368/0.133=2.8$ levels, in line with the computed 2.7.

For the equal parabolas, $I=\frac12\omega^2s^2-\frac12\omega^2(s-d)^2+\text{constant}$, so $I'=\omega^2d$. With $\sigma_s=\sqrt{\hbar/2\omega}$,

$$\sigma_E=\omega^2d\sqrt{\frac{\hbar}{2\omega}}=\hbar\omega\sqrt{\frac{\omega d^2}{2\hbar}}=\hbar\omega\sqrt S ,$$

which agrees with the Poisson spread. For a narrow packet on a sloping gap, the progression is thus long when the energy spread $|I'(\bar s)|\,\sigma_s$ is large compared with the level spacing.

Heavier nuclei give a useful second case. Multiply all masses by $\lambda$ and leave the potentials unchanged. Then $d^2$ grows as $\lambda$ and $\omega$ falls as $\lambda^{-1/2}$, so in the harmonic model $S$ grows as $\lambda^{1/2}$. The energy spread $\hbar\omega\sqrt S$ falls as $\lambda^{-1/4}$. The band becomes narrower in energy but contains more lines. In the heavy limit its energy approaches the vertical gap at the neutral minimum.

## Weighing what was left out

**Bond length.** The planar cation's bond is 1.027 Å, against 1.020 Å in the neutral. In the harmonic formula this gives $S=0.008$ for the symmetric stretch. The packet, however, arrives at the pyramidal geometry, where the cation prefers a longer bond, about 1.037 Å; this gives $S\approx0.04$, against 5.5 for the umbrella. Letting $r$ and $\theta$ both move puts about 2.5% of the strength into stretch-excited levels. It keeps the maximum at $v=5$, raises the mean $v$ from 5.7 to about 6.0 and the mean excitation from 0.72 to 0.74 eV, and adds one line above 1% of the strongest. The change of angle dominates.

**Electron correlation.** In the cc-pVDZ basis, replacing MP2 by the coupled-cluster method CCSD(T) raises the cation's relaxation energy by 0.008 eV, less than a tenth of a quantum. It raises the neutral barrier by 0.018 eV. Both numbers refer to the two fixed MP2 geometries; they do not measure a shift of $\theta_0$ or the error of the basis itself.

**Hot molecules.** At 400 K about 3% of the neutrals are above the lowest pair of umbrella levels. Their total weight is small, but they matter at the weak onset. One hot line lies at 9.94 eV, below $v=0$, with about half the strength of the cold $v=0$ line; another, at 10.055 eV, falls almost on top of $v=0$, also with about half the strength of the cold line. The lowest visible line of a warm gas therefore need not be the $v=0$ line.

**Varying transition amplitude.** Assume that the amplitude grows by 10% per packet width away from the plane. The mean $v$ then rises by 0.55. The size can be understood: squaring the amplitude doubles the relative change, which moves the packet's mean by about $0.2\sigma_s$, and one $\sigma_s$ corresponds to about 2.7 levels. The 10% is an assumption, not a computed property of ammonia. The overall overlap of the neutral and cation Hartree–Fock wave functions after removal of the electron stays between 0.967 and 0.969 along the path, so any real variation must come from the changing shape of the emptied orbital and its coupling to the outgoing electron, which was not computed. Even the assumed 10% shifts the progression without removing it.

Changes in the zero-point energy of the other modes, rotation, and resonances that autoionize are not included. The first shifts the band and, because it depends on $\theta$, also reshapes both wells: a rough Hartree–Fock estimate in a small basis at fixed $r$ moves the $v=0$ line by about $-0.01$ eV (harmonic estimates with each species at its own bond length give $-0.02$ to $-0.03$ eV), the mean $v$ by about $-0.1$ and the inversion splitting to about 0.9 cm$^{-1}$; the last can redistribute line strengths at particular photon energies.

## The real case: an ammonia processing plasma

Take rough values for a low-pressure discharge: gas at 400 K and 0.1 Torr. An electron of 30 eV crosses 0.3 nm in 0.09 fs, while the cation's umbrella period is 36 fs. The nuclei are nearly still during the passage. This energy is high for such a discharge, where most electrons have a few eV and the energetic tail does the ionizing. The estimate does not cover ionization close to threshold, where the outgoing electron is slow and the transition amplitude may vary.

Within the model, an ion formed in its electronic ground state carries on average 0.72 eV of umbrella energy above $v=0$. With a rough ion–neutral rate coefficient of $2\times10^{-9}$ cm$^3$/s and the gas density of $2.4\times10^{15}$ cm$^{-3}$, the first collision comes after

$$\frac{1}{(2.4\times10^{15})(2\times10^{-9})}\ \mathrm{s}\approx0.2\ \mathrm{\mu s},$$

which is millions of umbrella periods. Collisions therefore do not cool the ion while it forms. Electrons of 30 eV can also produce excited or fragmented ions, to which this distribution does not apply. The constant transition amplitude remains an untested assumption: a variation of 10% per packet width, if present, would change the mean excitation by about a tenth. The numerical output gives the energies and strengths of the lines $v=0$ to 15.

## Computed values

```
N-H length: neutral 1.0198, planar cation 1.0269 angstrom
Neutral: elevation 22.45 deg, H-N-H 106.33 deg
Neutral barrier: frozen r 2006, relaxed r 1849 cm^-1
Neutral inversion splitting 0.788 cm^-1
Lone-pair energy: pyramidal -11.692, planar -10.570 eV
Lone-pair N s population (Mulliken, cc-pVDZ): pyramidal 0.087, planar 0.000
Gap: pyramidal 10.843, planar 9.820, drop 1.023 eV
Neutral barrier 0.249 eV; cation relaxation 0.775 eV
Largest cation <S^2> on path 0.7613
Potential interpolation error at 20 deg 0.064 meV
Neutral probability beyond 40 deg 2.72e-06
Largest P_v change: linear continuation 1.44e-07, wall at 40 deg 5.94e-05
Effective umbrella mass at plane 2.4866 u
Displacement d 0.6335, packet mean 0.6021, packet sd 0.1312 u^1/2 angstrom
Cation first spacing 0.1152 eV = 929 cm^-1
Spacing near peak 0.1330 eV
Harmonic S 5.528, sqrt(S) 2.351; relaxation/first spacing 6.727
Ionization energy to v=0 (umbrella only) 10.060 eV
v | line energy (eV) | P_v computed | P_v Poisson
 0 | 10.060 | 0.00915 | 0.00397
 1 | 10.175 | 0.03182 | 0.02196
 2 | 10.295 | 0.06874 | 0.06071
 3 | 10.419 | 0.10767 | 0.11187
 4 | 10.546 | 0.13706 | 0.15461
 5 | 10.676 | 0.14752 | 0.17095
 6 | 10.809 | 0.13888 | 0.15751
 7 | 10.945 | 0.11681 | 0.12439
 8 | 11.083 | 0.08884 | 0.08596
 9 | 11.222 | 0.06210 | 0.05280
10 | 11.364 | 0.03999 | 0.02919
11 | 11.508 | 0.02408 | 0.01467
12 | 11.653 | 0.01352 | 0.00676
13 | 11.800 | 0.00718 | 0.00287
14 | 11.948 | 0.00359 | 0.00113
15 | 12.098 | 0.00171 | 0.00042
Strongest v 5; mean v 5.717; sd of v 2.728
Lines above 1% of strongest: 16
Mean line energy: spectrum 10.7796, gap 10.7796 eV
Line-energy sd: spectrum 0.3677, gap 0.3677, slope estimate 0.3763 eV
Gap slope 2.8678 eV/(u^1/2 angstrom)
Mean umbrella energy above v=0 0.721 eV
Displacement fraction 0.0: P_0 0.99786, mean v 0.006
Displacement fraction 0.5: P_0 0.28934, mean v 1.301
Displacement fraction 1.0: P_0 0.00913, mean v 5.717
Stretch: quantum 0.430 eV, S 0.0078
CCSD(T)-MP2, cc-pVDZ: cation relaxation +0.0080, neutral barrier +0.0183 eV
At 400 K: even/odd weights 0.5007/0.4993, hot umbrella fraction 0.0334
10% amplitude change per packet sd shifts mean v by +0.545
30 eV electron crosses 0.3 nm in 0.092 fs; umbrella period 35.9 fs
At 0.1 Torr: density 2.41e+15 cm^-3, rate 2e-09 cm^3/s, collision time 0.207 us
```
